# Two electrons have a nodeless singlet ground state; three need not: a numerical check

```python
"""
Result under test: two electrons with a real, local, spin-independent
Hamiltonian have a positive, nondegenerate singlet ground state. For three
electrons the positive state is forbidden, and a quartet can be lowest.

Model: electrons on a ring of radius R, angles theta_i, energy unit
eps = hbar^2/(2 m R^2):
  H = sum_i [-d^2/dtheta_i^2 + V(theta_i)]
      + lam * sum_{i<j} cos^2((theta_i - theta_j)/2).
k: single-particle angular momentum; J: total angular momentum (units hbar).
flux: magnetic flux through the ring in flux quanta, entering as (k-flux)^2.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import mathieu_a, mathieu_b
from scipy import constants as const

KMAX = 12
k = np.arange(-KMAX, KMAX + 1)
n = len(k)
ONE = np.eye(n)
SHIFT = np.eye(n, k=-1)                    # multiplication by exp(i theta)
PAIR = np.eye(n * n) / 2 + (np.kron(SHIFT, SHIFT.T)
                            + np.kron(SHIFT.T, SHIFT)) / 4
SWAP = np.eye(n * n).reshape(n, n, n * n).transpose(1, 0, 2)
SWAP = SWAP.reshape(n * n, n * n)


def symmetry_basis(operator, value):
    """Orthonormal basis of the eigenspace of a permutation operator."""
    values, vectors = np.linalg.eigh(operator)
    return vectors[:, abs(values - value) < 1e-6]


SYM = symmetry_basis(SWAP, 1)
ANTI = symmetry_basis(SWAP, -1)


def two_electron_h(lam, coeffs=(), flux=0.0):
    """V(theta) = sum_m c_m exp(i m theta) + complex conjugate."""
    single = np.diag((k - flux) ** 2).astype(complex)
    for m, c in enumerate(coeffs, 1):
        s = np.linalg.matrix_power(SHIFT, m)
        single += c * s + np.conj(c) * s.T
    return np.kron(single, ONE) + np.kron(ONE, single) + lam * PAIR


def lowest_two(h, basis):
    e, c = eigh(basis.T @ h @ basis, subset_by_index=[0, 1])
    return e, basis @ c[:, 0]


def on_grid(c, points):
    """Wave function on a square grid, phase fixed at its largest value."""
    theta = 2 * np.pi * np.arange(points) / points
    waves = np.exp(1j * np.outer(theta, k))
    f = waves @ c.reshape(n, n) @ waves.T / (2 * np.pi)
    big = f.flat[np.argmax(abs(f))]
    return theta, f * abs(big) / big


# Two electrons in random local potentials, attractive or repulsive pairs
rng = np.random.default_rng(7)
NPOT = 12
gaps, ratios, excitations = [], [], []
for trial in range(NPOT):
    coeffs = 0.5 * (rng.normal(size=3) + 1j * rng.normal(size=3))
    h = two_electron_h(rng.uniform(-5, 15), coeffs)
    es, cs = lowest_two(h, SYM)
    et, ct = lowest_two(h, ANTI)
    _, f = on_grid(cs, 60)
    assert abs(f.imag).max() < 1e-7 * abs(f).max()
    gaps.append(et[0] - es[0])
    excitations.append(es[1] - es[0])
    ratios.append(f.real.min() / f.real.max())
assert min(gaps) > 1e-6 and min(excitations) > 1e-6
assert min(ratios) > 0

# Modulus of a triplet function: same energy, but exchange-symmetric
LAM2 = 8.0
h = two_electron_h(LAM2, [1.0])            # V = 2 cos(theta)
es, cs = lowest_two(h, SYM)
et, ct = lowest_two(h, ANTI)
POINTS = 1200
theta, f = on_grid(ct, POINTS)
assert abs(f.imag).max() < 1e-6 * abs(f).max()
step = 2 * np.pi / POINTS
modulus = abs(f.real)
modulus /= np.sqrt(np.sum(modulus ** 2) * step ** 2)


def potential(a, b):
    return (2 * np.cos(a) + 2 * np.cos(b)
            + LAM2 * np.cos((a - b) / 2) ** 2)


kinetic = sum(np.sum((np.roll(modulus, -1, axis=ax) - modulus) ** 2)
              for ax in (0, 1))
e_modulus = kinetic + step ** 2 * np.sum(
    potential(theta[:, None], theta[None, :]) * modulus ** 2)
# first-order grid error comes from cells cut by the nodal line
assert abs(e_modulus - et[0]) < 0.02
assert es[0] < et[0] - 0.05

# Spherical-mean identity in two dimensions for the singlet ground state
center, radius = np.array([0.7, 2.0]), 0.4
angle = 2 * np.pi * np.arange(64) / 64


def value(a, b):
    wa = np.exp(1j * np.multiply.outer(a, k))
    wb = np.exp(1j * np.multiply.outer(b, k))
    return np.sum((wa @ cs.reshape(n, n)) * wb, axis=-1) / (2 * np.pi)


def circle(s):
    return center[0] + s * np.cos(angle), center[1] + s * np.sin(angle)


nodes, weights = np.polynomial.legendre.leggauss(60)
radii, weights = radius * (nodes + 1) / 2, radius * weights / 2
source = []
for s in radii:
    a, b = circle(s)
    source.append(np.mean((potential(a, b) - es[0]) * value(a, b)))
mean_rhs = np.sum(weights * radii * np.log(radius / radii) * source)
mean_lhs = np.mean(value(*circle(radius))) - value(*center)
assert abs(mean_lhs) > 1e-5
assert abs(mean_lhs - mean_rhs) < 1e-6

# Uniform ring: separation of the centre of mass gives Mathieu equations
h = two_electron_h(LAM2)
ring_s = lowest_two(h, SYM)[0][0]
ring_t = lowest_two(h, ANTI)[0][0]
a0, b1 = mathieu_a(0, LAM2 / 2), mathieu_b(1, LAM2 / 2)
assert abs(ring_s - (LAM2 + a0) / 2) < 1e-5
assert abs(ring_t - (1 + LAM2 + b1) / 2) < 1e-5

# Exception 1: half a flux quantum makes the triplet lowest
h = two_electron_h(LAM2, flux=0.5)
flux_s = lowest_two(h, SYM)[0][0]
flux_t = lowest_two(h, ANTI)[0][0]
assert flux_t < flux_s - 0.01
assert abs(flux_t - (LAM2 + b1) / 2) < 1e-5


# Exception 2: impenetrable contact, on a line segment and on a ring
def hard_contact(sites, closed, exchange_sign):
    h_step = 2 * np.pi / sites
    pairs = list(itertools.combinations(range(sites), 2))
    index = {p: i for i, p in enumerate(pairs)}
    matrix = np.diag(np.full(len(pairs), 4 / h_step ** 2))
    for p in pairs:
        for which, move in itertools.product((0, 1), (-1, 1)):
            q = list(p)
            q[which] += move
            if closed:
                q[which] %= sites
            if not 0 <= q[which] < sites or q[0] == q[1]:
                continue
            sign = 1 if q[0] < q[1] else exchange_sign
            matrix[index[tuple(sorted(q))], index[p]] -= sign / h_step ** 2
    return np.linalg.eigvalsh(matrix)[0]


line_gap = hard_contact(24, False, -1) - hard_contact(24, False, 1)
ring_gap = hard_contact(24, True, -1) - hard_contact(24, True, 1)
assert abs(line_gap) < 1e-9
assert abs(ring_gap - 0.5) < 0.01          # finite-difference error h^2/12


# Three particles at fixed J, in the basis (k1, k2, k3)
def three_particles(total, kmax):
    span = range(-kmax, kmax + 1)
    states = [(a, b, total - a - b) for a in span for b in span
              if abs(total - a - b) <= kmax]
    index = {s: i for i, s in enumerate(states)}
    size = len(states)
    kin = np.diag([float(a * a + b * b + c * c) for a, b, c in states])
    pair = 1.5 * np.eye(size)
    swaps = [np.zeros((size, size)) for _ in range(3)]
    for s, col in index.items():
        for number, (i, j) in enumerate(((0, 1), (0, 2), (1, 2))):
            q = list(s)
            q[i], q[j] = q[j], q[i]
            swaps[number][index[tuple(q)], col] = 1
            for move in (-1, 1):
                q = list(s)
                q[i] += move
                q[j] -= move
                row = index.get(tuple(q))
                if row is not None:
                    pair[row, col] += 0.25
    return kin, pair, swaps


def reduced_sectors(kmax):
    """Sum of transpositions: 3 symmetric, 0 mixed, -3 antisymmetric."""
    out = {}
    for total in (0, 1):
        kin, pair, swaps = three_particles(total, kmax)
        for name, eigenvalue in (("sym", 3), ("mixed", 0), ("anti", -3)):
            b = symmetry_basis(sum(swaps), eigenvalue)
            out[name, total] = (b.T @ kin @ b, b.T @ pair @ b)
    return out


def sector_energy(sectors, name, total, lam):
    kin, pair = sectors[name, total]
    return eigh(kin + lam * pair, eigvals_only=True,
                subset_by_index=[0, 0])[0]


def three_energies(lam, sectors):
    return [min(sector_energy(sectors, name, j, lam) for j in (0, 1))
            for name in ("sym", "mixed", "anti")]


large = reduced_sectors(KMAX)
assert np.allclose(three_energies(0.0, large), [0, 1, 2], atol=1e-9)
WEAK, STRONG, LIMIT = 2.0, 60.0, 200.0
weak = three_energies(WEAK, large)
strong = three_energies(STRONG, large)
limit = three_energies(LIMIT, large)
assert np.allclose(strong, three_energies(STRONG, reduced_sectors(10)),
                   atol=1e-5)
assert weak[0] < weak[1] < weak[2]         # doublet is the electron ground
assert strong[0] < strong[2] < strong[1]   # quartet is the electron ground
assert abs(limit[1] - limit[2] - 1 / 3) < 5e-3
strong_j = {(name, j): sector_energy(large, name, j, STRONG)
            for name in ("mixed", "anti") for j in (0, 1)}
assert strong_j["anti", 0] < strong_j["anti", 1]
assert strong_j["mixed", 1] < strong_j["mixed", 0]


def doublet_minus_quartet(lam):
    e = three_energies(lam, large)
    return e[1] - e[2]


scan = np.array([doublet_minus_quartet(x) for x in range(0, 101, 10)])
assert np.sum(np.diff(np.sign(scan)) != 0) == 1
crossing = brentq(doublet_minus_quartet, 0, STRONG, xtol=1e-6)

# Spin: build three real spins 1/2 and the full antisymmetric space
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.diag([1, -1]).astype(complex)]
s_squared = np.zeros((8, 8), complex)
for sigma in pauli:
    component = sum(np.kron(np.kron(np.eye(2 ** i), sigma / 2),
                            np.eye(2 ** (2 - i))) for i in range(3))
    s_squared += component @ component
s_squared = s_squared.real
spin_swaps = []
for axes in ((1, 0, 2, 3), (2, 1, 0, 3), (0, 2, 1, 3)):
    spin_swaps.append(np.eye(8).reshape(2, 2, 2, 8)
                      .transpose(axes).reshape(8, 8))
two_spin_swap = np.eye(4).reshape(2, 2, 4).transpose(1, 0, 2).reshape(4, 4)
anti_spin_two = symmetry_basis(two_spin_swap, -1).shape[1]
anti_spin_three = symmetry_basis(sum(spin_swaps), -3).shape[1]
assert anti_spin_two == 1 and anti_spin_three == 0

small = reduced_sectors(4)
for total in (0, 1):
    kin, pair, swaps = three_particles(total, 4)
    electron = symmetry_basis(
        sum(np.kron(a, b) for a, b in zip(swaps, spin_swaps)), -3)
    full = np.kron(kin + STRONG * pair, np.eye(8))
    e, c = np.linalg.eigh(electron.T @ full @ electron)
    vector = electron @ c[:, 0]
    spin_value = vector @ np.kron(np.eye(len(kin)), s_squared) @ vector
    e_mixed = sector_energy(small, "mixed", total, STRONG)
    e_anti = sector_energy(small, "anti", total, STRONG)
    assert abs(e[0] - min(e_mixed, e_anti)) < 1e-8
    assert abs(spin_value - (3.75 if e_anti < e_mixed else 0.75)) < 1e-6

# Conversion for a chosen radius and the free-electron mass
RADIUS_NM = 10.0
eps_mev = (const.hbar ** 2 / (2 * const.m_e * (RADIUS_NM * 1e-9) ** 2)
           / const.e * 1e3)
strong_gap = strong[1] - strong[2]

print("TWO ELECTRONS (energies in eps)")
print(f"random local potentials tested: {NPOT}")
print(f"smallest triplet-singlet gap: {min(gaps):.4f} eps")
print(f"smallest min/max of ground function: {min(ratios):.2e}")
print(f"pair strength lam: {LAM2:.1f} eps")
print(f"V=2cos(theta): singlet energy: {es[0]:.5f} eps")
print(f"V=2cos(theta): triplet energy: {et[0]:.5f} eps")
print(f"V=2cos(theta): energy of |triplet|, grid: {e_modulus:.4f} eps")
print(f"spherical mean minus centre value: {mean_lhs.real:.7f}")
print(f"same from the radial integral: {mean_rhs.real:.7f}")
print("(both for the phase returned by the eigensolver)")
print(f"V=0: singlet energy: {ring_s:.5f} eps")
print(f"V=0: triplet energy: {ring_t:.5f} eps")
print(f"Mathieu values a0, b1 at q=lam/2: {a0:.5f}, {b1:.5f}")
print(f"half flux quantum: singlet energy: {flux_s:.5f} eps")
print(f"half flux quantum: triplet energy: {flux_t:.5f} eps")
print(f"hard contact, line: triplet-singlet: {abs(line_gap):.6f} eps")
print(f"hard contact, ring: triplet-singlet: {ring_gap:.4f} eps")
print("THREE ELECTRONS, V=0 (energies in eps)")
print(f"antisymmetric spin functions, 2 spins: {anti_spin_two}")
print(f"antisymmetric spin functions, 3 spins: {anti_spin_three}")
for lam, energies in ((WEAK, weak), (STRONG, strong)):
    print(f"lam = {lam:.1f} eps")
    print(f"  forbidden symmetric state: {energies[0]:.5f} eps")
    print(f"  lowest doublet: {energies[1]:.5f} eps")
    print(f"  lowest quartet: {energies[2]:.5f} eps")
print(f"doublet-quartet at lam={STRONG:.0f}: {strong_gap:.5f} eps")
print(f"doublet-quartet at lam={LIMIT:.0f}: {limit[1]-limit[2]:.5f} eps")
print(f"crossing of doublet and quartet: lam = {crossing:.4f} eps")
print(f"ring radius for conversion: {RADIUS_NM:.1f} nm")
print(f"energy unit eps: {eps_mev:.5f} meV")
print(f"doublet-quartet at lam={STRONG:.0f}: {strong_gap*eps_mev:.5f} meV")
print("finished without a failed check")
```

Output:

```
TWO ELECTRONS (energies in eps)
random local potentials tested: 12
smallest triplet-singlet gap: 0.0127 eps
smallest min/max of ground function: 2.28e-03
pair strength lam: 8.0 eps
V=2cos(theta): singlet energy: 1.56021 eps
V=2cos(theta): triplet energy: 1.94716 eps
V=2cos(theta): energy of |triplet|, grid: 1.9467 eps
spherical mean minus centre value: -0.0079857
same from the radial integral: -0.0079857
(both for the phase returned by the eigensolver)
V=0: singlet energy: 1.85974 eps
V=0: triplet energy: 2.37041 eps
Mathieu values a0, b1 at q=lam/2: -4.28052, -4.25918
half flux quantum: singlet energy: 2.35974 eps
half flux quantum: triplet energy: 1.87041 eps
hard contact, line: triplet-singlet: 0.000000 eps
hard contact, ring: triplet-singlet: 0.4950 eps
THREE ELECTRONS, V=0 (energies in eps)
antisymmetric spin functions, 2 spins: 1
antisymmetric spin functions, 3 spins: 0
lam = 2.0 eps
  forbidden symmetric state: 2.54352 eps
  lowest doublet: 3.32018 eps
  lowest quartet: 3.96420 eps
lam = 60.0 eps
  forbidden symmetric state: 54.11242 eps
  lowest doublet: 54.46466 eps
  lowest quartet: 54.15051 eps
doublet-quartet at lam=60: 0.31414 eps
doublet-quartet at lam=200: 0.33323 eps
crossing of doublet and quartet: lam = 13.1175 eps
ring radius for conversion: 10.0 nm
energy unit eps: 0.38100 meV
doublet-quartet at lam=60: 0.11969 meV
finished without a failed check
```
